\section*{Height fluctuation of trimethylaluminium in a soft surface mode}

At zero temperature, a trimethylaluminium molecule of 72 amu in a surface mode of 100 cm$^{-1}$ has an rms height fluctuation of 0.048 \AA. Classical mechanics at 400 K gives 0.114 \AA. Adding the squares of these two values, as if the classical one left out the zero-point motion, would give 0.124 \AA. The full quantum result is 0.115 \AA, almost the classical value. The zero-point motion has not stopped: the classical value already stands for the total, with the zero-point part included.

\section{The estimate}

Let the molecule move rigidly along the surface normal, and let $x$ be the displacement of its centre of mass from the mean height. The surface is fixed and the well is harmonic,
\begin{equation}
V(x)=\tfrac12 kx^2,\qquad k=m\omega^2 .
\end{equation}
The fluctuation is the rms value $s=\langle x^2\rangle^{1/2}$, not a peak-to-peak swing. The algebra is in atomic units, so $\hbar=1$, and $T$ denotes the thermal energy, Boltzmann's constant times the temperature. A wavenumber $\tilde\nu$ means an angular frequency $2\pi c\tilde\nu$. With $\hbar=1$ this is also the energy of one vibrational quantum.

At zero temperature, confinement to a width $s$ costs kinetic energy. The uncertainty relation gives a momentum spread of at least $1/(2s)$, so the energy is at least
\begin{equation}
E(s)=\frac{1}{8ms^2}+\frac12m\omega^2s^2 .
\end{equation}
Setting the derivative to zero gives
\begin{equation}
-\frac{1}{4ms^3}+m\omega^2s=0
\quad\Rightarrow\quad
s_0^2=\frac{1}{2m\omega}=\frac{\omega}{2k}.
\label{zero}
\end{equation}
The last form follows on multiplying numerator and denominator by $\omega$.

In the classical limit the probability of $x$ is proportional to $e^{-kx^2/2T}$. Its integral is $Z=\sqrt{2\pi T/k}$. Differentiating $Z$ with respect to $k$ brings down a factor $-x^2/2T$, so
\begin{equation}
s_{\rm c}^2=-2T\frac{d\ln Z}{dk}=\frac{T}{k}=\frac{T}{m\omega^2}.
\label{classical}
\end{equation}

For the example, $m=131248$ electron masses and $\omega=4.5563\times10^{-4}$ hartree. The product $m\omega^2$, converted to the units used for numbers, is $k=2.648$ eV/\AA$^2$. The quantum is 0.01240 eV and the thermal energy at 400 K is 0.03447 eV. Hence
\begin{align}
s_0&=\sqrt{\frac{0.01240}{2\times2.648}}\ \text{\AA}=0.048\ \text{\AA}=0.0048\ \text{nm},\\
s_{\rm c}&=\sqrt{\frac{0.03447}{2.648}}\ \text{\AA}=0.114\ \text{\AA}=0.0114\ \text{nm}.
\end{align}

The role of the mass depends on what is held fixed. At fixed frequency, both amplitudes vary as $m^{-1/2}$. At fixed force constant, the classical amplitude does not depend on mass, while $s_0^2=1/(2\sqrt{mk})$ gives $s_0\propto m^{-1/4}$.

\section{The quantum result at any temperature}

The estimate leaves open how the two limits join. In a stationary state the expectation value of $xp$ does not change with time. Its rate of change is the expectation value of $i[H,xp]$. From $[p^2,x]=-2ip$ and $[V,p]=iV'$,
\begin{equation}
0=\langle i[H,xp]\rangle
=\left\langle\frac{p^2}{m}\right\rangle-\langle xV'\rangle .
\end{equation}
For the harmonic well $xV'=2V$, so the mean kinetic and potential energies are equal. Each is half of $E_n=(n+\tfrac12)\omega$:
\begin{equation}
\frac12m\omega^2\langle x^2\rangle_n=\frac12E_n
\quad\Rightarrow\quad
\langle x^2\rangle_n=\frac{n+\frac12}{m\omega}.
\label{level}
\end{equation}
The mean of $x$ vanishes in each level by symmetry, so this is the variance. For $n=0$ it equals the estimate (\ref{zero}): the ground state attains the minimum allowed by the uncertainty relation.

In thermal equilibrium, level $n$ has probability $(1-z)z^n$ with $z=e^{-\omega/T}$. Since $\sum_n nz^n=z/(1-z)^2$, the mean quantum number is $\bar n=z/(1-z)$, and
\begin{equation}
\bar n+\frac12=\frac{1+z}{2(1-z)}=\frac12\coth\frac{\omega}{2T}.
\end{equation}
The last step multiplies numerator and denominator by $e^{\omega/2T}$. Averaging (\ref{level}) gives
\begin{equation}
s^2=\frac{1}{2m\omega}\coth\frac{\omega}{2T}.
\label{full}
\end{equation}

At low temperature the hyperbolic cotangent tends to one and $s$ tends to $s_0$. At high temperature put $y=\omega/2T$ and expand:
\begin{equation}
\coth y=\frac{1+y^2/2+\cdots}{y(1+y^2/6+\cdots)}
=\frac1y\left(1+\frac{y^2}{3}+\cdots\right).
\end{equation}
Then
\begin{equation}
s^2=\frac{T}{m\omega^2}\left(1+\frac{\omega^2}{12T^2}+\cdots\right).
\label{high}
\end{equation}

The same expansion shows why the zero-point variance must not be added to the classical one. The mean energy of thermal excitation above the ground state is
\begin{equation}
\bar n\omega=\frac{\omega}{2}\coth\frac{\omega}{2T}-\frac{\omega}{2}
=T-\frac{\omega}{2}+\frac{\omega^2}{12T}+\cdots .
\end{equation}
Adding the zero-point energy $\omega/2$ cancels the second term. The classical energy $T$ thus already stands for the total, zero-point part included, up to the small last term. Adding $s_0^2$ to $s_{\rm c}^2$ counts the zero-point part twice.

\section{Estimate and full result compared}

At 400 K, $\omega/T=0.3597$. The leading correction in (\ref{high}) is $0.3597^2/12=1.08\%$ of the classical variance. It raises the rms value by about half as much, from 0.1141 to 0.1147 \AA. A finite-difference diagonalization of the same well, which does not use (\ref{full}), gives 0.0484 \AA\ for the ground state and 0.1147 \AA\ at 400 K.

The two limiting amplitudes are equal when $T/m\omega^2=1/(2m\omega)$, that is, at $T=\omega/2$, or 72 K here. Neither limit is accurate there: the full variance is $\coth 1\approx1.31$ times either limiting variance. The classical estimate is good at 400 K because that temperature is well above the crossover.

The assumed frequency matters much more than the quantum correction. With mass and temperature held fixed, a 50 cm$^{-1}$ mode gives 0.23 \AA\ at 400 K and a 200 cm$^{-1}$ mode gives 0.058 \AA. The zero-point values are 0.068 and 0.034 \AA. Halving the frequency doubles the classical amplitude but raises the zero-point amplitude by only $\sqrt2$.

\section{A well that lets the molecule leave}

A harmonic well rises without limit, whereas an adsorbed molecule can desorb. A Morse well includes this:
\begin{equation}
V(x)=D(1-e^{-ax})^2,\qquad k=2Da^2 .
\end{equation}
Take a round, rough depth $D=0.60$ eV and keep the same curvature. Then $a=\sqrt{2.648/1.20}$ \AA$^{-1}=1.485$ \AA$^{-1}$.

Define $q=T/(2D)$ and $u=x/s_{\rm c}$. Since $a^2s_{\rm c}^2=a^2T/k=q$, we have $ax=\sqrt q\,u$. Squaring $1-e^{-ax}=ax-(ax)^2/2+(ax)^3/6-\cdots$ gives
\begin{equation}
\frac VT=\frac{u^2}{2}-\frac{\sqrt q}{2}u^3+\frac{7q}{24}u^4+\cdots .
\end{equation}
To first order in $q$, the Boltzmann weight is
\begin{equation}
e^{-u^2/2}\left[1+\frac{\sqrt q}{2}u^3-\frac{7q}{24}u^4+\frac q8u^6\right].
\end{equation}
The last term is half the square of the cubic term. The Gaussian averages of $u^2,u^4,u^6,u^8$ are $1,3,15,105$. The normalization and the unnormalized moments are therefore
\begin{align}
N&=1+q\left(-\frac78+\frac{15}{8}\right)=1+q,\\
M_1&=\frac32\sqrt q,\\
M_2&=1+q\left(-\frac{35}{8}+\frac{105}{8}\right)=1+\frac{35}{4}q .
\end{align}
Dividing by $N$ and subtracting the squared mean gives, to leading order,
\begin{align}
\langle x\rangle&=\frac32\sqrt q\,s_{\rm c}=\frac{3q}{2a},\\
\frac{\langle x^2\rangle-\langle x\rangle^2}{s_{\rm c}^2}
&=1+\left(\frac{35}{4}-1-\frac94\right)q=1+\frac{11}{2}q .
\end{align}
The shift is outward because the well is softer on that side.

Here $q=0.0287$, so the leading variance factor is 1.16. The classical average over the full Morse potential gives 1.21, so higher orders are visible. This average must be restricted to the neighbourhood of the well, because the Boltzmann weight does not vanish at large distance; the interval used runs from $-0.7$ to 2.5 \AA. The weight on the outer plateau, relative to the bottom of the well, is only $e^{-D/T}\approx3\times10^{-8}$.

A quantum calculation for the Morse well gives an rms fluctuation of 0.126 \AA\ and an outward shift of 0.033 \AA. The fluctuation is about 10\% above the harmonic quantum value. For this depth, anharmonicity matters much more than the quantum correction at 400 K. A shallower well of the same curvature has a larger $q$ and a larger leading correction.

\section{Does the molecule stay long enough?}

An equilibrium fluctuation has meaning only if the molecule vibrates many times before it leaves. In one dimension, the outgoing thermal flux per unit density is $\sqrt{T/2\pi m}$. The density on the plateau is $e^{-D/T}$ divided by the integral of the Boltzmann weight over the well. With the harmonic value $\sqrt{2\pi T/k}$ for that integral, the escape rate is
\begin{equation}
\Gamma=\sqrt{\frac{T}{2\pi m}}\sqrt{\frac{k}{2\pi T}}\,e^{-D/T}
=\frac{\omega}{2\pi}e^{-D/T}.
\end{equation}
This assumes that molecules crossing outward do not return. It also assumes that energy exchange with the surface keeps the states near the top of the well thermally populated. Motion in the one-dimensional well alone conserves energy, and weak exchange lowers the rate below this value. The mean number of vibrations before desorption is $e^{D/T}=3.6\times10^7$, and the mean residence time is about $10^{-5}$ s. Using the Morse integral instead multiplies the rate by 0.97. The one-dimensional model leaves out lateral and rotational motion. These become freer on desorption, which can raise the rate by several orders of magnitude. This effect shortens the stay, whereas the return of outgoing molecules, also left out, lengthens it. The number of vibrations and the residence time found here are therefore values for the one-dimensional model without return, not predictions for a real surface.

\section{Moving surface and flexible molecule}

The remaining assumptions are a fixed surface and a rigid molecule. Both can be relaxed with a chain: a wall, a spring $k_1$, a mass $m_1$, a spring $k_2$ and a mass $m_2$. In a mode of frequency $\omega$, with displacements $x_1$ and $x_2$, the equations of motion are
\begin{align}
k_2(x_2-x_1)&=m_2\omega^2x_2,\\
k_1x_1-k_2(x_2-x_1)&=m_1\omega^2x_1 .
\end{align}
Inserting the first into the second gives $x_1=m_2\omega^2x_2/(k_1-m_1\omega^2)$. The first also gives $x_1=x_2(1-m_2\omega^2/k_2)$. Equating the two,
\begin{equation}
\frac{m_2\omega^2}{k_1-m_1\omega^2}=1-\frac{m_2\omega^2}{k_2}.
\label{chain}
\end{equation}
When the lowest frequency and one spring are given, this fixes the other spring, provided that the given one is stiff enough: $k_1>(m_1+m_2)\omega^2$ or $k_2>m_2\omega^2$. The classical fluctuations follow from the energy $\frac12k_1x_1^2+\frac12k_2d^2$ with $d=x_2-x_1$. The variables $x_1$ and $d$ are independent, with variances $T/k_1$ and $T/k_2$.

For a moving surface, let $m_1$ be an oxygen atom of 16 amu with a local wavenumber of 400 cm$^{-1}$, and let $m_2=m$. These are round model values. In units of $k=m\omega^2$, the anchor spring is $k_1=(16/72)\times4^2=3.56$ and $m_1\omega^2=0.22$. Equation (\ref{chain}) then gives $1/k_2=1-1/3.33=0.70$. The classical height variance is $1/3.56+0.70=0.98$ times the rigid-surface value, while the variance of the molecule--oxygen distance is 0.70 times that value. With quantum statistics, the rms height is 0.114 \AA\ and the rms distance fluctuation is 0.099 \AA. The height scarcely changes. The distance fluctuates less because the link spring must be stiffer, $k_2=k/0.70=1.43k$, to keep the lowest mode at 100 cm$^{-1}$ when the oxygen atom can move. The classical distance fluctuation is $\sqrt{0.70}\times0.1141=0.095$ \AA, so the quantum correction to this variance is about 8\%, not 1\%: the distance also involves the upper mode, near 480 cm$^{-1}$, whose quantum exceeds the thermal energy.

For a flexible molecule, let $m_1$ be aluminium, 27 amu, and let $m_2$ be the three methyl groups, 45 amu. Suppose that their relative motion in the free molecule has a wavenumber of 200 cm$^{-1}$, again a round value. The reduced mass is $27\times45/72=16.9$ amu, so $k_2=(16.9/72)\times2^2=0.94$ in units of $k$. With $m_1\omega^2=0.375$ and $m_2\omega^2=0.625$, equation (\ref{chain}) gives $k_1=2.25$. The classical Al variance is thus $1/2.25=0.44$ of the rigid value. The reduction comes from the stiffer anchor spring needed to keep the lowest mode at 100 cm$^{-1}$. With $k_1=k$ instead, the classical Al variance would be $T/k$, as for the rigid molecule, and the lowest frequency would fall. With quantum statistics, the rms height of the centre of mass is 0.107 \AA\ and that of the Al atom is 0.078 \AA. The methyl groups move more: their classical variance is $1/2.25+1/0.94=1.51$ times the rigid value, an rms height of 0.14 \AA. A quoted height fluctuation must therefore say which height is meant.

In both chains the height fluctuation of the centre of mass of the molecule falls below the rigid value of 0.115 \AA. To see why, let $M$ be the total mass of the molecule and write its centre of mass as $X=M^{-1/2}\sum_i c_i\sqrt{m_i}\,x_i$. For the flexible molecule $c_i=\sqrt{m_i/M}$; for the moving surface $c=1$ for the molecule and $0$ for the oxygen atom. In either case $\sum_i c_i^2=1$. In mass-weighted coordinates $\sqrt{m_i}\,x_i$, the normal modes are orthonormal vectors $e_j$ with independent amplitudes, so
\begin{equation}
\langle X^2\rangle=\frac1M\sum_j(c\cdot e_j)^2
\frac{1}{2\omega_j}\coth\frac{\omega_j}{2T},
\qquad \sum_j(c\cdot e_j)^2=1 .
\end{equation}
This is a weighted mean of single-mode variances, each of which falls with frequency. If 100 cm$^{-1}$ is the lowest mode, the rigid formula is an upper bound on the fluctuation of the centre of mass within harmonic theory. It does not bound the motion of a part of the molecule, as the methyl groups show. An extended solid also has long-wavelength vibrations of lower frequency, which carry surface and molecule together. The bound then does not apply to the absolute height, and the height relative to nearby surface atoms is the more useful quantity.

\section{Relation to a deposition process}

Trimethylaluminium is a precursor for atomic layer deposition of alumina. The mode wavenumber and the well depth here are rough model values, not results for a particular adsorption site. An Al--O distance of roughly 2 \AA\ sets the scale: a fluctuation of 0.115 \AA\ is about 6\% of it. On a surface with hydroxyl groups the molecule can also react and lose methyl groups, which changes both its mass and its modes. The estimate then applies to the intact molecule, provided that reaction, like desorption, is slow compared with vibration. Within the models treated here, anharmonicity raises the height fluctuation by about 10\%, and, with the lowest mode held at 100 cm$^{-1}$, the Al atom of the flexible molecule fluctuates about a third less than the rigid molecule and the methyl groups about 23\% more. Tilting, lateral motion and coupling to further modes are left out. The numerical output lists the values behind these comparisons.

\section*{Calculated quantities}
\begin{verbatim}
Molecular mass: 72 amu
Mode wavenumber: 100 cm-1
Temperature: 400 K
Mass in atomic units: 131248 electron masses
Mode frequency in atomic units: 4.5563e-04 hartree
Thermal energy in atomic units: 1.2667e-03 hartree
Mode quantum: 0.01240 eV
Thermal energy: 0.03447 eV
Ratio of mode quantum to thermal energy: 0.3597
Force constant: 2.648 eV/angstrom^2
Zero-point rms height: 0.0484 angstrom
Zero-point rms height: 0.00484 nm
Zero-point rms from diagonalization: 0.0484 angstrom
Classical rms height: 0.1141 angstrom
Classical rms height: 0.01141 nm
Full quantum rms height: 0.1147 angstrom
Full quantum rms from diagonalization: 0.1147 angstrom
Quantum excess of variance: 1.07 %
Leading-order quantum excess: 1.08 %
Wrong quadrature sum of the two limits: 0.1239 angstrom
Temperature where the two limits are equal: 71.9 K
Zero-point rms at 50 cm-1: 0.0684 angstrom
Full quantum rms at 50 cm-1 and 400 K: 0.2285 angstrom
Zero-point rms at 200 cm-1: 0.0342 angstrom
Full quantum rms at 200 cm-1 and 400 K: 0.0583 angstrom
Morse well depth: 0.60 eV
Morse range parameter a: 1.485 1/angstrom
Morse expansion parameter q: 0.0287
Morse leading-order variance factor: 1.158
Morse classical variance factor: 1.209
Morse leading-order outward shift: 0.0290 angstrom
Morse quantum outward shift: 0.0326 angstrom
Morse classical rms height: 0.1254 angstrom
Morse quantum rms height: 0.1260 angstrom
Surface oxygen mass: 16 amu
Surface oxygen local wavenumber: 400 cm-1
Moving surface: rms molecular height: 0.1136 angstrom
Moving surface: rms molecule-oxygen distance: 0.0993 angstrom
Al mass in flexible molecule: 27 amu
Mass of three methyl groups: 45 amu
Free-molecule bending wavenumber: 200 cm-1
Flexible molecule: rms centre-of-mass height: 0.1065 angstrom
Flexible molecule: rms Al height: 0.0784 angstrom
Vibrations before desorption: 3.6e+07
Mean residence time: 1.2e-05 s
Flux rate divided by simple rate: 0.969
\end{verbatim}
